# Lead self-energies, transmission and electron counts with overlap across the contacts

## 1. A uniform chain that appears to reflect

Take an infinite chain of identical sites, with on-site energy zero and hopping \(-1\) eV. Let the overlap matrix have the element 1.4 on each site and 0.2 between neighbours. Call one site the device and the two half-chains the leads. No site differs from any other, so an electron cannot be reflected. Yet if the device–lead coupling in the self-energy is the hopping alone, the transmission at an energy of 1 eV comes out as 0.909.

With a shift of 1 eV on the device site, the same recipe gives 0.848. Raising every energy by 1 eV, which changes no physics, turns this into 0.938. The fault lies in the coupling. The overlap also changes what is meant by the number of electrons in the device.

## 2. The equation and the partition

We treat independent electrons in a given effective Hamiltonian. In a finite set of localized functions the stationary equation is

\[
H\psi=ES\psi ,\qquad S=S^\dagger>0 ,
\]

and a state is normalized by \(\psi^\dagger S\psi=1\).

Overlap between sites can arise even from orthonormal functions. In the ultrasoft method the overlap operator is \(1+\sum_{ij}q_{ij}|\beta_i\rangle\langle\beta_j|\), where the \(\beta_i\) are projectors and the \(q_{ij}\) are augmentation charges. As a model, put one projector on each bond of a chain,

\[
|\beta_n\rangle=\frac{|n\rangle+|n+1\rangle}{\sqrt2},\qquad
S=1+q\sum_n|\beta_n\rangle\langle\beta_n| .
\]

Each bond adds \(q/2\) to the diagonal element of both its sites and \(q/2\) to the element between them. A site has two bonds, so

\[
S_{nn}=S_0=1+q,\qquad S_{n,n+1}=s=q/2 .
\]

On a Bloch wave, \(S\) equals \(1+q+q\cos k\). This is positive for all \(k\) if \(q>-1/2\).

Divide the functions into a device \(D\) and leads \(\alpha=L,R\). We assume:

- neither \(H\) nor \(S\) has a block joining \(L\) to \(R\);
- each lead block is bulk-like up to its edge.

The second condition concerns \(S\) too, because the bond that is cut contributes to the norm of the edge site. If the augmentation near the contact differs from the bulk, the affected sites belong in \(D\).

## 3. Eliminating the leads

Define, for complex energy \(z\),

\[
G=(zS-H)^{-1},\quad g_\alpha=(zS_{\alpha\alpha}-H_{\alpha\alpha})^{-1},\quad K(z)=H-zS .
\]

The off-diagonal blocks of \(zS-H\) are \(-K_{D\alpha}\) and \(-K_{\alpha D}\). The \(D\) column of \((zS-H)G=1\) reads

\[
(zS_{DD}-H_{DD})G_D-\sum_\alpha K_{D\alpha}G_{\alpha D}=1,
\]
\[
g_\alpha^{-1}G_{\alpha D}-K_{\alpha D}G_D=0 ,
\]

where \(G_D\) is the device block of \(G\). The second line gives \(G_{\alpha D}=g_\alpha K_{\alpha D}G_D\). Inserted in the first, it gives

\[
G_D=\Big(zS_{DD}-H_{DD}-\sum_\alpha\Sigma_\alpha\Big)^{-1},
\]
\[
\Sigma_\alpha(z)=K_{D\alpha}(z)\,g_\alpha(z)\,K_{\alpha D}(z).
\]

Thus \(H-zS\) takes the place of the hopping on both sides of \(g_\alpha\). The two factors contain the same \(z\). At complex energy \(K_{\alpha D}(z)\) is therefore not the adjoint of \(K_{D\alpha}(z)\), which would contain \(z^*\) and spoil the analyticity of \(\Sigma_\alpha\). At real energy the two are adjoints.

Two further blocks are needed for counting. From \(G(zS-H)=1\), and from the \(\alpha\alpha\) block of \((zS-H)G=1\),

\[
G_{D\alpha}=G_DK_{D\alpha}g_\alpha,\qquad
G_{\alpha\alpha}=g_\alpha+g_\alpha K_{\alpha D}G_DK_{D\alpha}g_\alpha .
\]

## 4. The current through a cut with overlap

The conserved norm is \(\psi^\dagger S\psi\). A symmetric way to divide it assigns to the device

\[
q_D=\operatorname{Re}\psi_D^\dagger(S\psi)_D
=\psi_D^\dagger S_{DD}\psi_D+\sum_\alpha\operatorname{Re}\psi_D^\dagger S_{D\alpha}\psi_\alpha .
\]

Each overlap term between regions is shared equally, as in Mulliken's analysis. Differentiate in time:

\[
\dot q_D=2\operatorname{Re}\psi_D^\dagger S_{DD}\dot\psi_D
+\sum_\alpha\operatorname{Re}\big[\dot\psi_D^\dagger S_{D\alpha}\psi_\alpha+\psi_D^\dagger S_{D\alpha}\dot\psi_\alpha\big].
\]

The device row of \(i\hbar S\dot\psi=H\psi\) is

\[
S_{DD}\dot\psi_D=\frac{1}{i\hbar}\Big(H_{DD}\psi_D+\sum_\alpha H_{D\alpha}\psi_\alpha\Big)-\sum_\alpha S_{D\alpha}\dot\psi_\alpha .
\]

Since \(\psi_D^\dagger H_{DD}\psi_D\) is real, its product with \(1/i\) has no real part. For the rest, \(\operatorname{Re}(x/i)=\operatorname{Im}x\). Hence \(\dot q_D=\sum_\alpha J_{D\leftarrow\alpha}\), with

\[
J_{D\leftarrow\alpha}=\frac2\hbar\operatorname{Im}\psi_D^\dagger H_{D\alpha}\psi_\alpha
+\operatorname{Re}\big[\dot\psi_D^\dagger S_{D\alpha}\psi_\alpha-\psi_D^\dagger S_{D\alpha}\dot\psi_\alpha\big].
\]

Exchanging \(D\) and \(\alpha\) reverses the sign, so what leaves one region enters the other.

In a stationary state \(\dot\psi=-iE\psi/\hbar\) and \(\dot\psi^\dagger=+iE\psi^\dagger/\hbar\). Both terms in the bracket become \((iE/\hbar)\psi_D^\dagger S_{D\alpha}\psi_\alpha\). Their real part is \(-(2E/\hbar)\operatorname{Im}\psi_D^\dagger S_{D\alpha}\psi_\alpha\), and

\[
J_{D\leftarrow\alpha}=\frac2\hbar\operatorname{Im}\psi_D^\dagger K_{D\alpha}(E)\psi_\alpha .
\]

The replacement \(H\to H-ES\) thus holds for the current too. How the current divides into a hopping part and an overlap part depends on the zero of energy, because \(H\to H+cS\) changes the hopping; only the sum is fixed.

## 5. The Caroli transmission

Let \(\varphi_n\) be the states of the isolated left lead, with \(\varphi_m^\dagger S_{LL}\varphi_n=\delta_{mn}\). Their completeness relation is \(\sum_n\varphi_n\varphi_n^\dagger=S_{LL}^{-1}\), so \(g_L(z)=\sum_n\varphi_n\varphi_n^\dagger/(z-E_n)\). At \(z=E+i0\),

\[
i(g_L-g_L^\dagger)=2\pi\sum_n\varphi_n\varphi_n^\dagger\,\delta(E-E_n).
\]

With \(\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)\), this gives

\[
\Gamma_L=2\pi\sum_nK_{DL}\varphi_n\varphi_n^\dagger K_{LD}\,\delta(E-E_n).
\]

Connect the device and write \(\psi=\varphi_n+\chi\). The lead state fails to solve the full equation only in the device rows, where \((ES-H)\varphi_n=-K_{DL}\varphi_n\). The added part therefore obeys \((ES-H)\chi=K_{DL}\varphi_n\), with its source in \(D\). The retarded solution has

\[
\psi_D=G_DK_{DL}\varphi_n,\qquad \psi_R=g_RK_{RD}\psi_D .
\]

The current into the right lead is

\[
J_{R\leftarrow D}=\frac2\hbar\operatorname{Im}\psi_R^\dagger K_{RD}\psi_D
=\frac2\hbar\operatorname{Im}\psi_D^\dagger\Sigma_R^\dagger\psi_D
=\frac1\hbar\psi_D^\dagger\Gamma_R\psi_D .
\]

The last step uses \(\Sigma_R^\dagger-\Sigma_R=i\Gamma_R\). Summing over the lead states with occupation \(f_L\) gives, for one spin,

\[
\frac1\hbar\sum_nf_L(E_n)\,\varphi_n^\dagger K_{LD}G_D^\dagger\Gamma_RG_DK_{DL}\varphi_n
=\int\frac{dE}{2\pi\hbar}f_L\operatorname{Tr}[\Gamma_RG_D\Gamma_LG_D^\dagger].
\]

The opposite flow contains \(\operatorname{Tr}[\Gamma_LG_D\Gamma_RG_D^\dagger]\). The two traces are equal. With \(\Gamma=\Gamma_L+\Gamma_R\), and away from bound states, \(i(G_D-G_D^\dagger)\) equals both \(G_D\Gamma G_D^\dagger\) and \(G_D^\dagger\Gamma G_D\). Multiply both by \(\Gamma_L\), take traces, and subtract the \(\Gamma_L\) part of \(\Gamma\), which is the same in both by cyclicity. Therefore

\[
T(E)=\operatorname{Tr}[\Gamma_LG_D\Gamma_RG_D^\dagger],\qquad
I=\frac{2e}{h}\int dE\,T(E)(f_L-f_R),
\]

where \(e>0\), \(I\) is counted positive when electrons flow from left to right, and 2 counts spin. A direct \(L\)–\(R\) block in \(H\) or \(S\) would open a path outside \(D\), and this formula would no longer hold.

## 6. The chain solved

Let the on-site energy be \(\varepsilon\) and the hopping \(t\), and write \(K=t-zs\) for the coupling of neighbours. Removing the edge site of a half-chain leaves the same half-chain, so its edge element obeys \(g=(zS_0-\varepsilon-K^2g)^{-1}\). Put \(\Sigma=K^2g=K\lambda\). Then

\[
\lambda+\frac1\lambda=\frac{zS_0-\varepsilon}{K},\qquad |\lambda|<1\ \text{for}\ \operatorname{Im}z>0 .
\]

The condition on \(|\lambda|\) makes the response decay into the lead. Inside the band \(\lambda=e^{ik}\), and

\[
ES_0-\varepsilon=2K\cos k,\qquad E=\frac{\varepsilon+2t\cos k}{S_0+2s\cos k}.
\]

In the example \(K<0\) throughout the band, and the retarded sign \(\operatorname{Im}\Sigma<0\) selects \(0<k<\pi\). Then \(\Gamma=-2K\sin k\) for each lead. Differentiating \(ES_0-\varepsilon=2(t-Es)\cos k\) with respect to \(k\) gives

\[
\frac{dE}{dk}(S_0+2s\cos k)=-2K\sin k=\Gamma .
\]

So \(\Gamma\) is \(\hbar\) times the group velocity, in sites per unit time, times the norm per site of the wave.

Now raise the device site by \(U\). Its inverse Green function is

\[
G_D^{-1}=2K\cos k-U-2Ke^{ik}=-2iK\sin k-U=i\Gamma-U ,
\]

and therefore

\[
T=\Gamma^2|G_D|^2=\frac{\Gamma^2}{\Gamma^2+U^2}.
\]

For \(U=0\) the chain transmits fully throughout the band. For \(|U|\gg\Gamma\), \(T\approx\Gamma^2/U^2\). At a band edge \(\Gamma\to0\), and any fixed nonzero \(U\) blocks the current. For \(s=0\), \(K\) returns to \(t\).

## 7. Numbers for the transmission

Choose \(\varepsilon=0\), \(t=-1\) eV, \(q=0.4\), \(U=1\) eV and Fermi energy \(E_F=1\) eV. Then \(S_0=1.4\) and \(s=0.2\). The band runs from \(-2/1.8=-1.111\) eV to \(2/1.0=2\) eV. At \(E_F\),

\[
K=-1-1\times0.2=-1.2\ \text{eV},\qquad \cos k_F=\frac{1.4}{2(-1.2)}=-0.583,
\]

so \(k_F=2.194\), \(\Sigma=0.700-0.975i\) eV and \(\Gamma=1.949\) eV. The transmission is

\[
T=\frac{3.80}{3.80+1}=0.792 ,
\]

and the low-temperature linear conductance \((2e^2/h)T\) is 61.3 microsiemens.

The opening numbers can now be traced. Bare hopping replaces \(\Sigma\) by \((t^2/K^2)\Sigma=\Sigma/1.44=0.486-0.677i\) eV. For \(U=0\) the real part of \(G_D^{-1}\) is then \(1.4-2(0.486)=0.428\) eV, where it should vanish. The imaginary part is 1.354 eV, and

\[
T_{\rm bare}=\frac{1.354^2}{0.428^2+1.354^2}=0.909 .
\]

The dependence on the zero of energy has the same source. Under \(H\to H+cS\), \(E\to E+c\), the combination \(H-ES\) is unchanged, while the hopping becomes \(t+cs\). With \(c=1\) eV it is \(-0.8\) eV, and the bare result for \(U=1\) eV moves from 0.848 to 0.938. If the zero is placed at the energy considered, \(ES\) vanishes and the bare recipe gives the right value there. With the zero kept fixed, it is in general wrong at other energies.

A moving packet shows the two parts of the current. Let the initial amplitudes on a chain of 701 sites be proportional to \(\exp[ik_Fn-(n+150)^2/(4\cdot25^2)]\), with the shifted site at \(n=0\), and propagate them with the eigenvectors of \(H\psi=ES\psi\). When the packet centre reaches the shifted site, the charge to its right grows at \(21.09\times10^{-3}\) eV/\(\hbar\). The hopping term supplies \(17.58\times10^{-3}\) eV/\(\hbar\), a fraction 0.833. For a narrow energy spread the expected fraction is \(t/K=1/1.2=0.833\); the time derivatives in the overlap term carry the rest. This division belongs to the chosen zero of energy. With every energy raised by 1 eV the fraction would be \(0.8/1.2=0.667\), at the same total current. After the packet has passed, a fraction 0.792 of its norm lies to the right.

## 8. Counting electrons by region

In equilibrium the density matrix for both spins is

\[
\rho=\frac{i}{\pi}\int dE\,f(E)\,[G(E+i0)-G^\dagger(E+i0)],
\]

with bound states included, and the number of electrons is \(N=\operatorname{Tr}[\rho S]\). Written in blocks,

\[
N=\operatorname{Tr}\rho_{DD}S_{DD}+\sum_\alpha\big(\operatorname{Tr}\rho_{D\alpha}S_{\alpha D}+\operatorname{Tr}\rho_{\alpha D}S_{D\alpha}+\operatorname{Tr}\rho_{\alpha\alpha}S_{\alpha\alpha}\big).
\]

The first term is the net device count. The two mixed traces are complex conjugates. The symmetric partition gives the real part of one to the device and of the other to the lead, so the gross device count is

\[
N_D=\operatorname{Tr}\rho_{DD}S_{DD}+\sum_\alpha\operatorname{Re}\operatorname{Tr}\rho_{D\alpha}S_{\alpha D}.
\]

Another partition could share the overlap charge differently. The total does not depend on that choice, but it requires both mixed traces. They follow from device quantities and the lead edge. The block \(\rho_{D\alpha}\) contains \(G_{D\alpha}-(G_{\alpha D})^\dagger\), so each mixed trace needs both \(G_{D\alpha}S_{\alpha D}=G_DK_{D\alpha}g_\alpha S_{\alpha D}\) and \(S_{D\alpha}G_{\alpha D}=S_{D\alpha}g_\alpha K_{\alpha D}G_D\). For real \(H\) and \(S\) these two have the same trace; for complex matrices they do not in general.

The uniform chain shows what the net count misses. At zero temperature the states \(|k|<k_F\) are filled, each with norm \(S_0+2s\cos k\) per site before normalization. The net and boundary terms of one site are

\[
\frac2\pi\int_0^{k_F}\!\frac{S_0\,dk}{S_0+2s\cos k},\qquad
\frac2\pi\int_0^{k_F}\!\frac{2s\cos k\,dk}{S_0+2s\cos k}.
\]

Their sum is \(2k_F/\pi\), the filling required by counting Bloch states. In the example, \(1.286+0.110=1.397\) after rounding. For a full band the first integral gives

\[
\frac{2S_0}{\sqrt{S_0^2-4s^2}}=\frac{2.8}{\sqrt{1.80}}=2.087 ,
\]

more than the two electrons per site that a full band holds. The boundary term is then \(-0.087\). For \(s>0\), waves with \(\cos k>0\) add charge in the overlap and those with \(\cos k<0\) remove it. The latter have the smaller norm \(S_0+2s\cos k\), so they weigh more after normalization, and the sum over the full band is negative.

## 9. The total excess and its link to transmission

Compare the connected system with the two isolated leads at the same Fermi energy. The blocks of Section 3 give

\[
\operatorname{Tr}GS-\sum_\alpha\operatorname{Tr}g_\alpha S_{\alpha\alpha}
=\operatorname{Tr}G_D\Big[S_{DD}+\sum_\alpha X_\alpha\Big],
\]
\[
X_\alpha=K_{D\alpha}g_\alpha S_{\alpha D}+S_{D\alpha}g_\alpha K_{\alpha D}+K_{D\alpha}g_\alpha S_{\alpha\alpha}g_\alpha K_{\alpha D}.
\]

For infinite leads the left side means the limit of the difference, not two separate traces. The limit is taken at complex \(z\), before \(z\) approaches the real axis. Since \(dK/dz=-S\) and \(dg_\alpha/dz=-g_\alpha S_{\alpha\alpha}g_\alpha\), we have \(X_\alpha=-d\Sigma_\alpha/dz\). The right side is therefore

\[
\operatorname{Tr}G_D\frac{dG_D^{-1}}{dz}=\frac{d}{dz}\ln\det G_D^{-1}.
\]

The first two parts of \(X_\alpha\) are the boundary terms; the third is the change inside the lead block.

For the chain with \(U>0\), first look for bound states. Outside the band \(\lambda\) is real and \(G_D^{-1}=K(1/\lambda-\lambda)-U\). The first term has the sign of \(ES_0-\varepsilon\), which here is negative below the band and positive above it. No state lies below. Squaring \(K(1/\lambda-\lambda)=U\) gives \((ES_0-\varepsilon)^2-4K^2=U^2\), whose root above the band is 2.169 eV. That state is empty at zero temperature.

The excess is thus set by the phase of \(i\Gamma-U\), which is \(\pi\) at the band bottom and \(\pi-\arctan(\Gamma/U)\) at \(E_F\):

\[
N_{\rm ex}=-\frac2\pi\big[\arg(i\Gamma-U)\big]_{\rm bottom}^{E_F}=\frac2\pi\arctan\frac\Gamma U .
\]

Because \(\sin^2(\arctan x)=x^2/(1+x^2)\),

\[
T(E_F)=\sin^2\!\Big(\frac{\pi N_{\rm ex}}2\Big).
\]

For \(U<0\) the band contributes \(-(2/\pi)\arctan(\Gamma/|U|)\). One bound state now lies below the band, since \((ES_0-\varepsilon)^2-4K^2\) rises steadily from zero there and meets \(U^2\) once. Its two electrons make \(N_{\rm ex}=2-(2/\pi)\arctan(\Gamma/|U|)\), and the relation to \(T\) is unchanged.

For \(U=1\) eV, Gauss–Legendre integration over the occupied band gives these contributions:

- net device count: 0.788 electrons;
- boundary terms, device share: 0.144;
- boundary terms, lead share: 0.144;
- change inside the lead blocks: \(-0.378\).

The gross device count is \(0.788+0.144=0.932\) electrons. The total excess is \(0.788+2(0.144)-0.378=0.698\) electrons, and \(\sin^2(0.698\pi/2)=0.792\), the transmission found before. Dropping the boundary terms would lose 0.288 electrons.

The gross count and the excess answer different questions. As \(U\to0^+\) the excess tends to one electron, while the gross count of the site tends to \(2k_F/\pi=1.397\). The excess also records how the lead interiors change when their free ends are joined through the device.

Numbers in the example were calculated in double precision.
